# Converging interface barriers in slab thickness, transverse mesh and smearing

In the example below, a metal film of 10 layers on a semiconductor gives an electron barrier of 20.88 mHa. With 12 layers the barrier is 20.53 mHa, with 13 it is 20.78 mHa, and the thick-film limit is 20.60 mHa. Adding layers does not bring the value steadily closer to the limit. The settings involved are the number N of metal layers, the number M of semiconductor cells, the transverse mesh of K × K points and the smearing kT. They enter the error in different ways, so each needs its own treatment.

## The barrier being converged

The example is a mean-field model with planar electrostatics. It has no exchange-correlation potential and no atomic relaxation, and its parameters are round numbers. Hartree atomic units are used, with energies in mHa and distances along the normal in layers.

Every layer has the transverse band \(\varepsilon=-2t_\parallel(\cos k_x+\cos k_y)\), \(t_\parallel=10\). The transverse motion therefore separates, and one diagonalization along the normal gives energies \(e_j\) and states \(\psi_j(i)\). The electrons on layer i, per surface cell, are

\[ n_i=2\sum_j|\psi_j(i)|^2F(\mu-e_j),\qquad F(x)=\frac1{K^2}\sum_{\mathbf k}f(\varepsilon_{\mathbf k}-x), \]

with f the Fermi function. The metal has site energy 72 and hopping t = 40. The semiconductor has two layers per cell, site energy zero, and alternating hoppings \(t_1=96\), \(t_2=32\). The hopping across the interface is 24.

Layer j carries \(\rho_j=n_j-Z_j\) excess electrons on a square of side a, which is also the layer spacing. An electron's potential energy obeys \(V''=-4\pi\rho_j\delta(z-z_j)/(a^2\epsilon_b)\), so that

\[ V_i=-\frac U2\sum_j|i-j|\rho_j\equiv(C\rho)_i,\qquad U=\frac{4\pi}{a\epsilon_b}. \]

For a = 6 bohr and background permittivity \(\epsilon_b=10\), U = 209.4 mHa. Total neutrality makes the field vanish outside the slab.

In the semiconductor the Bloch equations \(eA=-(t_1+t_2e^{-ik})B\) and \(eB=-(t_1+t_2e^{ik})A\) give

\[ e^2=t_1^2+t_2^2+2t_1t_2\cos k. \]

States at ±e have equal site weights, so a filled valence band puts one electron on each site. With \(Z_j=1\) the planes are neutral and the potential is flat away from the interface. The conduction edge lies at \(k=\pi\) and the transverse band bottom, hence

\[ \Phi=V_{\rm ref}+t_1-t_2-4t_\parallel-\mu, \]

where \(V_{\rm ref}\) is the mean potential of the central semiconductor cell. The full gap is \(2(96-32)-8\times10=48\) mHa.

## Solving for the potential

Newton's method needs the density response. Let \(g=F(\mu-h)\), with h the normal Hamiltonian. Since g commutes with h, a first-order change obeys \([h,\delta g]+[\delta V,g]=0\), or

\[ \delta g_{ab}=\frac{g_a-g_b}{e_a-e_b}\,\delta V_{ab}, \]

with the derivative of g replacing the quotient when the energies coincide. Taking twice the site diagonal defines \(\delta n=\chi_0\delta V\) at fixed μ. Raising μ by δμ is equivalent to lowering V uniformly by δμ. With **1** the vector of ones, conservation of electrons then gives \(\delta\mu=\mathbf1^T\chi_0\delta V/(\mathbf1^T\chi_0\mathbf1)\) and

\[ \chi=\chi_0-\frac{\chi_0\mathbf1\mathbf1^T\chi_0}{\mathbf1^T\chi_0\mathbf1}. \]

The residual \(V-C(n-Z)\) has Jacobian \(1-C\chi\). Suppose \(x=C\chi x\), and put \(\rho=\chi x\), which is neutral. Then \(x^T\rho=\rho^TC\rho=U\sum_lQ_l^2\ge0\), where \(Q_l\) is the sum of ρ up to layer l. But \(x^T\chi x=(x-\delta\mu\mathbf1)^T\chi_0(x-\delta\mu\mathbf1)\le0\), because g decreases with energy. Both sides vanish, so every \(Q_l\), then ρ, then x is zero. The Jacobian is nonsingular. Steps are halved when the residual would grow.

## Why the barrier oscillates with metal thickness

The semiconductor gap and the vacuum both reflect metal electrons totally. The allowed wavevectors satisfy \(2Nk+\phi(k)=2\pi n\), n = 1, 2, …, where φ is the odd sum of the reflection phases. For an even function G(k), Poisson summation gives

\[ \sum_{n>0}G(k_n)=\frac12\sum_r\int_{-\pi}^{\pi}\!dk\,\frac{2N+\phi'}{2\pi}\,G\,e^{ir(2Nk+\phi)}-\frac{G(0)}2, \]

when the upper band edge is empty. The r = 0 term contains the bulk and a surface part. The other terms oscillate because G is not smooth at the Fermi wavevector.

Take kT = 0 first. Near its bottom the transverse band is \(-4t_\parallel+t_\parallel k_\parallel^2\), so \(F=y/(4\pi t_\parallel)\) for \(y=\mu+4t_\parallel-e>0\). A subband with both spins contributes \(-2\int F\,dy=-y^2/(4\pi t_\parallel)\) to the grand potential. With \(u=k-k_F\) and normal velocity v, \(y\simeq-vu\) for u < 0. The endpoint contribution is

\[ \int_{-\infty}^0u^2e^{2irNu}du=\frac{2}{(2irN)^3}=\frac{i}{4r^3N^3}. \]

Multiplication by \(-(N/\pi)v^2/(4\pi t_\parallel)\) gives \(-iv^2/(16\pi^2t_\parallel r^3N^2)\) times \(e^{ir\theta}\), with \(\theta=2Nk_F+\phi(k_F)\). The point \(-k_F\) adds the complex conjugate, and the terms r and −r are equal, which cancels the factor ½. To leading order in 1/N,

\[ \Omega_{\rm osc}=\frac{v^2}{8\pi^2t_\parallel N^2}\sum_{r>0}\frac{\sin r\theta}{r^3}. \]

Smearing averages this over μ with weight −f′. The phase changes by \(\alpha=2rN/v\) per unit energy. Closing the contour around the double poles of f′ at \(i\pi kT(2m+1)\) gives

\[ \int(-f')e^{i\alpha y}dy=2\pi\alpha kT\sum_{m\ge0}e^{-\pi\alpha kT(2m+1)}=\frac{X_r}{\sinh X_r},\quad X_r=\frac{2\pi rkTN}{v}. \]

To reach the barrier, add σ electrons per cell to the film and a compensating positive sheet outside the semiconductor. The free energy changes at the rate \(\partial A/\partial\sigma=\mu-V_{\rm ref}\), because the potential is flat from the sheet to the semiconductor interior. Most of the added electrons sit in the first few metal layers. The field between the sheet and the film polarizes the semiconductor, which takes the rest as bound charge at its two faces, with alternating layer charges in between. The metal interior stays neutral and keeps its \(k_F\), but the reflection phase changes. At leading order the oscillating free energy at fixed electron number equals \(\Omega_{\rm osc}\) at fixed μ, so

\[ \Phi(N)-\Phi_\infty\simeq-\frac{v^2}{8\pi^2t_\parallel N^2}\frac{\partial\phi}{\partial\sigma}\sum_{r>0}\frac{\cos r\theta}{r^2}\frac{X_r}{\sinh X_r}. \]

This argument treats the two faces as independent. Overlap of their screening tails can alter amplitudes and phases at the same order in 1/N, so these should be fitted rather than taken from the formula.

In the example the bulk Fermi level lies 88 mHa below the metal site energy, which gives \(Z=0.1224\) electrons per metal layer. At the zone centre \(\cos k_F=(88-40)/80=0.6\). Thus \(k_F=0.9273\) and the period is \(\pi/k_F=3.388\) layers. This is the one extremal normal wavevector of this closed Fermi surface. Others would add periods of their own.

With kT = 0.8 mHa, films of 10 to 41 layers were solved with M = 12 and K = 192. A frequency scan of the deviations, rescaled by \(N^2\sinh X_1/X_1\), peaks at 1.855 rad per layer, which is \(2k_F\). A least-squares fit from 14 layers upward, with three harmonics and a free power, gives \(N^{-1.93}\). With the power fixed at 1, 2 and 3, the misfit is 16%, 1% and 13% of the norm of the deviations. The small departure from 2 may reflect an effective thickness slightly larger than N; that is a conjecture.

## Why there is no smooth 1/N term

If the potential is frozen at V = 0, the r = 0 term gives the film \(Nn_b(\mu)+s(\mu)\) electrons, where s is a surface excess. Setting this equal to \(Nn_b(\mu_b)\) gives

\[ \mu-\mu_b\simeq-\frac{s}{N\,n_b'(\mu_b)}. \]

The barrier errors at 60, 120 and 240 layers are −0.514, −0.256 and −0.128 mHa, halving at each doubling. Their sign means that μ is too high and s is negative: the faces lack electrons, and the interior takes the surplus.

Self-consistency removes this transfer. Each face becomes neutral, and its free energy does not depend on N once the faces are separated. Between 60 and 120 layers the self-consistent barrier changes by 0.0006 mHa, against 0.258 mHa in the frozen potential. A 1/N extrapolation suits the frozen calculation and has no basis in the self-consistent one.

## Averaging over thickness

Use W successive thicknesses, labelled by their distance m from the window centre, with weights

\[ w_m=\frac1W\left[1+\cos\frac{2\pi m}{W}\right]. \]

The cosine sums to zero over its full period, so the weights sum to one. The geometric sum \(\sum_me^{iqm}=\sin(Wq/2)/\sin(q/2)\) gives the factor by which an oscillation of constant amplitude is multiplied:

\[ H(q)=D(q)+\tfrac12D\!\left(q+\tfrac{2\pi}W\right)+\tfrac12D\!\left(q-\tfrac{2\pi}W\right),\quad D(q)=\frac{\sin(Wq/2)}{W\sin(q/2)}. \]

For W = 32, |H| is 0.0004, 0.00006 and 0.006 for the first three harmonics. The third is suppressed least because thickness is an integer: \(6k_F-2\pi=-0.719\), so it appears as a slow beat of 8.7 layers. These factors are estimates here, since the true amplitude varies across the window.

The tapered mean is 20.598 mHa and the unweighted mean is 20.602 mHa. A single film of 120 layers also gives 20.598 mHa. There \(X_1=2\pi(0.8)(120)/64=9.4\), and \(X_1/\sinh X_1\) is about 0.0015, in addition to the \(N^{-2}\) decay. The largest deviation in the window is 0.283 mHa, at 10 layers.

The average fails for a harmonic whose wavevector lies within about \(4\pi/W\) of a multiple of 2π. If \(k_F=\pi/3\), for example, the third harmonic has the same phase at every integer N. It becomes a smooth bias, proportional to \(N^{-2}X_3/\sinh X_3\), that no set of positive weights can remove. Thicker films or a fitted term of this form are then needed. In the example the first harmonic inside this range is the tenth, which smearing suppresses strongly.

More smearing shortens the thermal length \(v/(2\pi kT)\), here 12.7 layers, but it also changes the system. The result is the limit at the chosen kT, and the dependence on kT has to be examined separately.

## Semiconductor thickness

Metal states enter the gap with \(k=\pi+i\kappa\), so the band equation becomes

\[ \cosh\kappa=\frac{t_1^2+t_2^2-e^2}{2t_1t_2}, \]

where e is the normal energy measured from \(V_{\rm ref}\). Their density falls as \(e^{-2\kappa x}\), with x in cells from the interface. With zero field at the outer face, the potential is

\[ V_i=V_{\rm left}-U\sum_{j<i}(i-j)\rho_j, \]

so it inherits these exponents, and the smallest κ among the occupied subbands dominates far from the interface. At the central cell x ≈ M/2, and the error has the envelope \(e^{-\kappa M}\).

For 16 metal layers the highest subband with occupation above 0.001 has e = 39.4 mHa. Then \(\cosh\kappa=(10240-1556)/6144=1.413\) and κ = 0.881 per cell. In thicker films occupied subbands approach \(e=\mu-V_{\rm ref}+4t_\parallel=43.4\) mHa, which lowers the smallest κ to 0.83. The occupation nearly vanishes at that energy, so these subbands carry little weight, and over a dozen cells the error falls somewhat faster than this value suggests. The energy that matters is thus the total energy minus the transverse energy; using μ alone would overestimate the decay. A lower barrier brings e closer to \(t_1-t_2\) and reduces κ, so more cells are needed. Once the barrier is only a few kT, thermally excited carriers charge the semiconductor, its potential is no longer flat, and this estimate does not apply.

Relative to M = 16, the barrier errors for M = 4, 6, 8 and 10 are 0.048, 0.0004, −0.0003 and −0.00007 mHa. The sign changes between 6 and 8 cells, so the small error at M = 6 is partly accidental. A plausible cause, not isolated here, is competition between the tail of occupied metal states and a faster-decaying loss of valence density. Convergence should be judged from several values of M and from κ, not from one small difference.

## Transverse mesh and smearing

Write the occupation as a Fourier series, \(f(\varepsilon_{\mathbf k}-x)=\sum_{\mathbf R}c_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\), with integer vectors **R**. A mesh sum keeps each term whose components are multiples of K:

\[ F_K(x)-F_\infty(x)=\sum_{\mathbf m\ne0}c_{K\mathbf m}. \]

The coefficients decay according to the distance of the singularities of f from real **k**. These lie at \(\varepsilon_{\mathbf k}-x=\pm i\pi kT\), a distance of about \(\pi kT/v_\parallel\) away, so the envelope is

\[ |F_K-F_\infty|\sim e^{-\pi kTK/v_\parallel}. \]

Halving kT therefore requires about twice as many points in each direction, or four times as many in all. The exponent does not contain N. For \(\mathbf R=(K,0)\) the relevant \(v_\parallel\) is the velocity component along a mesh axis, at most \(2t_\parallel=20\) mHa. With this value the exponential is about 0.05 at K = 24 and 0.0003 at K = 64; the prefactor is not included.

At N = 16 and M = 4, the errors relative to K = 192 are 0.21 mHa for K = 16, 0.0009 for 24, 0.0018 for 32, −0.0007 for 48 and −0.00004 for 64. From this film alone, K = 24 looks converged to 0.001 mHa. Over the whole window, however, its error ranges from −0.065 to 0.085 mHa. The mesh error of each subband depends on where its energy falls relative to the discrete mesh energies, and this changes with N.

In the tapered mean the K = 24 error is 0.0011 mHa. Averaging has removed most of it, but it cannot be relied on to remove all. A finite mesh also changes the bulk relation between μ and density, so a series at fixed K tends to the limit for that K. The mesh should be tested on the averaged barrier, or on several thicknesses spanning a period.

## Assembling the result

If the remaining errors are small, their joint effect is of second order, and the corrections can be added. At N = 16, the error of K = 24 differs between M = 12 and M = 4 by 0.00002 mHa in magnitude, about 3% of the error at M = 4. That error is unusually small at this thickness, so this check does not establish the size of the mixed term elsewhere in the window. The procedure is as follows.

1. Find \(k_F\) from the bulk metal and choose a window that suppresses the low harmonics, including their aliases.
2. Compute the series with a thin semiconductor and a mesh converged for the chosen kT, and take the tapered mean.
3. Repeat a few thicknesses, covering about one period, with a thick semiconductor, and add the mean change.

For M = 4 and K = 192 the tapered mean is 20.6474 mHa. Going to M = 12 at 15, 16 and 17 layers changes the barrier by −0.0491 mHa on average. Hence

\[ \Phi_\infty=20.6474-0.0491=20.598\ {\rm mHa}=0.5605\ {\rm eV}. \]

The full series at M = 12 gives a mean lower by 0.0002 mHa. The thick semiconductor was thus needed for three films instead of 32. The correction still oscillates with N, so the agreement depends on the films chosen: other sets of three successive thicknesses in the window miss the full mean by up to about 0.0006 mHa.

These digits describe numerical convergence within the model. In a first-principles calculation the error of the functional in the band edge enters the barrier directly and is untouched by this procedure. Polar planes, charged outer faces, and a Fermi level outside the gap or within a few kT of its edges break the assumptions of neutral faces and flat potential, and have to be dealt with before any extrapolation.
